Minimax pole expansion of the Fermi function on a half-line

**The decision**

A density matrix is to be computed from resolvents, and the basis is about to be enlarged. The highest orbital energy will rise by a large factor, while the occupied states hardly move. Must the number of poles be raised as well? If the poles are fitted on a half-line, it need not be. The number required for a given operator-norm error is bounded by a function of the inverse temperature times the occupied energy range. Traces, band energies and the cost of each resolvent are separate matters, treated below.

**Problem and conventions**

Let H be a Hermitian one-particle matrix in an orthonormal basis, μ the chemical potential and β the inverse temperature. Let μ − Δ be a lower bound on the spectrum, so that Δ is the occupied range. Define

x = β(E − μ), y = βΔ, f(x) = 1/(1 + eˣ).

All scaled eigenvalues lie in [−y, ∞). We seek

r(x) = Σᵢ wᵢ/(x − zᵢ), i = 1…n,

with real values on the real axis, so that complex poles come in conjugate pairs. More generally r = p/q with real polynomials, deg p ≤ n−1 and deg q ≤ n; call this type (n−1,n). Let Eₙ(y) be the infimum, over all such r, of the largest |f − r| on [−y, ∞). In the eigenbasis of H the error matrix is diagonal, hence

‖f(β(H−μ)) − r(β(H−μ))‖ ≤ max |f − r| over [−y, ∞).

No upper spectral edge appears. The count does depend on the tolerance and on β: the relevant variable is y, not Δ alone.

**How optimality is recognized**

Suppose e = f − r has alternating signs at 2n+1 points x₀ < … < x₂ₙ in [−y, ∞), with |e(xₖ)| ≥ m. Let r be bounded on the interval. Then no competitor r* = p*/q* that is also bounded there has error below m at all these points.

To see this, assume that one does. After common factors are cancelled, q and q* have no zeros on the interval and can be taken positive. At each xₖ,

r* − r = (f − r) − (f − r*)

has the sign of f − r, because the second bracket is smaller in magnitude than the first. So the numerator p*q − pq* changes sign 2n times and has at least 2n zeros. Its degree is at most (n−1) + n = 2n−1, so it vanishes identically, which contradicts the nonzero signs.

If all 2n+1 magnitudes equal m and |e| is nowhere larger, r is therefore optimal and Eₙ(y) = m. If they are only nearly equal, the smallest is a lower bound on Eₙ and the largest error an upper bound.

The argument uses no point beyond x₂ₙ. The same r is thus optimal on every finite interval [−y, X] with X ≥ x₂ₙ, and the minimax error there is exactly Eₙ(y). For smaller X the best error can be lower, never higher, since there are fewer points to satisfy. The pole count for a finite spectrum hence never exceeds the half-line count.

**Interpolant with a zero at infinity**

An error with 2n+1 alternations has 2n zeros between them, and at these r interpolates f. Take 2n ordered nodes and call them alternately s₁, t₁, s₂, t₂, …, sₙ, tₙ. With fⱼ = f(sⱼ) write

r(x) = N(x)/D(x),
N(x) = Σⱼ wⱼfⱼ/(x − sⱼ),
D(x) = w∞ + Σⱼ wⱼ/(x − sⱼ).

In this section wⱼ and w∞ are interpolation weights, not residues. Multiplying N and D by Π(x − sⱼ) gives polynomials of degrees at most n−1 and n. As x → sⱼ the jth terms dominate, so r → fⱼ if wⱼ ≠ 0. If w∞ ≠ 0, r vanishes at infinity. The conditions N(tᵢ) − f(tᵢ)D(tᵢ) = 0 become

Σⱼ wⱼ[fⱼ − f(tᵢ)]/(tᵢ − sⱼ) − w∞f(tᵢ) = 0, i = 1…n.

These are n homogeneous equations for n+1 weights. The null vector comes from a singular value decomposition after columns and rows have been scaled to unit norm; the column scaling is then undone.

The poles are the zeros of D. With S = diag(sⱼ), cⱼ = wⱼ/w∞ and **1** the column of ones, the determinant formula for a rank-one change gives

det(xI − S + **1**cᵀ) = Π(x − sⱼ) · [1 + Σⱼ cⱼ/(x − sⱼ)].

The poles are therefore the eigenvalues of S − **1**cᵀ. A few Newton steps on D remove eigenvalue rounding error. The residue at a simple pole z is

N(z)/D′(z), D′(z) = −Σⱼ wⱼ/(z − sⱼ)².

**Levelling the error**

The 2n nodes ξ are the unknowns. Each of the 2n+1 intervals they cut out of [−y, ∞) contains an extremum xₖ. The equations are

ln|e(xₖ)| − ln|e(xₖ₋₁)| = 0, k = 1…2n.

When a node moves, xₖ moves too, but

d e(xₖ(ξ); ξ)/dξ = (∂e/∂x)(dxₖ/dξ) + ∂e/∂ξ,

and the first term is zero: at an interior extremum ∂e/∂x = 0, and the end point x₀ = −y is fixed. The Jacobian can thus be taken by finite differences at fixed xₖ.

Starting nodes come from a coordinate c that runs from −1 at x = −y to 1 at infinity:

ψ = arcsin[x/(x + 2y)],
c = asinh(2yψ/3)/asinh(πy/3).

Near x = 0, ψ ≈ x/(2y), so c is proportional to asinh(x/3): the nodes are spread logarithmically away from the Fermi level. The first guess is cₖ = 2qₖ − 1 with qₖ = (2k−1)/(4n+1). When y is raised, the c values are kept; when n is raised, c is interpolated as a function of q.

Pseudocode:

```
solve(n, y, guess):
  nodes = guess
  repeat:
    weights = scaled null vector of the interpolation equations
    x[k], e[k] = extremum in each of the 2n+1 intervals
    stop if all ln|e[k]| agree to 2e-5
    J = finite differences of ln|e| at fixed x[k]
    step = Newton step
    limit each relative gap change to 0.6
    halve step until the residual norm falls;
      leave the loop if it does not
  accept if signs alternate, magnitudes agree to 1e-3
    and max|e| < 0.5
  otherwise return failure

build(n, y):
  start with few poles and small y
  raise y at fixed n; shorten the step on failure
  raise n at fixed y
  check the error on a separate dense grid
  return poles and residues
```

**Why the count grows slowly with y**

An explicit, far from optimal, approximation bounds the minimax count. Choose J = max(0, ⌈log₂ y⌉), so that 2ᴶ ≥ y. Telescoping gives

f(x) = f(x/2ᴶ) + Σ D₀(x/2ʲ), j = 0…J−1,
D₀(x) = f(x) − f(x/2).

With f(x) = ½ − ½tanh(x/2) and a = x/4,

D₀ = ½(tanh a − tanh 2a)
= −sinh a/(2 cosh a cosh 2a)
= −sinh a/(cosh a + cosh 3a).

The second line uses sinh(a − 2a) = −sinh a, the third the product formula for cosh. Let s = sinh a and Q = cosh a + cosh 3a, and let s_M and Q_M be their Taylor polynomials through even order M. Replace D₀ by −s_M/Q_M. Both functions are odd, so a ≥ 0 suffices.

One tail estimate is needed. For 0 ≤ X ≤ M/2, each k > M satisfies Xᵏ ≤ (X/M)ᴹMᵏ, so

T_M(X) = e^(−X) Σ_{k>M} Xᵏ/k! ≤ e^(−X)(eX/M)ᴹ ≤ (√e/2)ᴹ.

The last step holds because the middle expression increases with X for X < M; its value at X = M/2 is the right-hand side.

First let a ≤ M/6, so 3a ≤ M/2. Adding and subtracting s_M/Q gives

s_M/Q_M − s/Q = (s_M/Q_M)(Q − Q_M)/Q − (s − s_M)/Q.

The two terms have opposite signs, so the larger one bounds the difference. Write A_k = aᵏ/k!. For odd k,

A_k = √((k+1)/k) √(A_{k−1}A_{k+1}) ≤ (√2/2)(A_{k−1} + A_{k+1}).

In the sum over odd k each even term occurs at most twice, so s_M ≤ √2 ΣA_even. The coefficients of Q_M are (1 + 3ᵏ)/k! ≥ 2/k!, hence s_M/Q_M ≤ 1/√2. Also Q ≥ e^(3a)/2 and Q − Q_M ≤ 2Σ_{k>M}(3a)ᵏ/k!. The first term is at most (4/√2)T_M(3a) < 3T_M(3a), the second at most 2T_M(3a). The error is below 3(√e/2)ᴹ.

Now let a > M/6. Both fractions are positive, so again the larger bounds the difference. The exact one obeys s/Q ≤ e^(−2a) ≤ e^(−M/3). For a ≤ M put τ = a/M and use s_M ≤ eᵃ/2, Q_M ≥ (3a)ᴹ/M! and M! ≤ e√M(M/e)ᴹ:

s_M/Q_M ≤ (e√M/2) exp{M[τ − 1 − ln(3τ)]}.

On 1/6 ≤ τ ≤ 1 the bracket decreases with τ; at τ = 1/6 it is ln 2 − 5/6. For a > M, compare each odd term of s_M with the term (3a)ᴹ/M! of Q_M. The ratio is M!/(k! a^(M−k) 3ᴹ) ≤ (M/a)^(M−k)3^(−M) ≤ 3^(−M), and there are M/2 such terms. All cases are covered by

δ_M = 3√M (2e^(−5/6))ᴹ.

It remains to approximate f(v) for v = x/2ᴶ ≥ −1. Put t = v + 1 ≥ 0, let S_N be the Taylor polynomial of eᵗ, and use b = 1/(1 + S_N(t)/e). Since f(v) = 1/(1 + eᵗ/e),

b − f = [(eᵗ − S_N)/e]/[(1 + eᵗ/e)(1 + S_N/e)] ≥ 0.

For t ≤ N/2, replace the first denominator factor by eᵗ/e and the second by 1. The error is then at most e^(−t)(eᵗ − S_N) = T_N(t) ≤ (√e/2)ᴺ. For t > N/2 it is at most b ≤ e/S_N(N/2). Since S_N(N/2) ≥ e^(N/2)(1 − √e/2), this is below 16e^(−N/2). Both are below 16(√e/2)ᴺ.

All denominators are positive on the half-line, and the sum has at most n = JM + N poles, with error

|f − r| ≤ Jδ_M + 16(√e/2)ᴺ.

Giving each part ε/2 requires M of order log(J/ε) and N of order log(1/ε). For large y,

n = O((1 + log y)(log(1/ε) + log log y))

poles suffice, whatever the upper spectrum. For y ≤ 1, J = 0 and order log(1/ε) poles suffice. At y = 1000, J = 10, M = 120 and N = 80 give 10·120 + 80 = 1280 poles and a proven error of 1.9×10⁻⁵. The minimax fit reaches 4.6×10⁻⁵ with 16. The construction serves as a proof, not as a recipe.

**Computed pole counts**

For an error of 10⁻³ the smallest counts are 5, 9 and 12 at y = 10, 100 and 1000. Two tenfold increases of y thus cost four and three poles. At y = 100 the error falls from 1.25×10⁻³ with 8 poles to 1.47×10⁻⁵ with 12, a factor of 85, or 85^(1/4) ≈ 3.0 per pole. At y = 1000 the same four poles gain a factor of 16, or 2.0 per pole. These are double-precision results: the alternating magnitudes supply the lower bounds, and dense sampling checks the largest errors.

A gapped system at zero temperature is a second case. With μ in the middle of a gap G, every state has |x| ≥ βG/2, and f differs from the step function by at most e^(−βG/2). Choosing β = (2/G)ln(1/ε) makes this ε, so y = (2Δ/G)ln(1/ε), and the total error is at most ε + Eₙ(y). For a gapless system β must grow as the temperature falls, and y grows with it.

**One set of poles on four grids**

Take the one-particle Hamiltonian with potential V(q) = −8 exp(−q²/8) hartree, with q in bohr, in a box of 16 bohr with three-point finite differences. Let μ = −3 hartree and β = 20 per hartree. The kinetic matrix is positive, so every eigenvalue exceeds −8 hartree on every grid. Hence Δ = 5 hartree and y = 20·5 = 100.

The 12 poles form six conjugate pairs. The pair nearest the real axis, −0.0016 ± 3.1452i with residue real part −1.004, almost coincides with the poles ±iπ of f, whose residues are −1. The more distant pairs stand in collectively for the rest of f.

The last alternation point is x = 3053, or 3053/20 ≈ 153 hartree above μ. For any higher top energy this 12-pole fit remains exactly optimal among fits of type (n−1,n) on [−100, X], where X is the scaled top energy. A constant term, which needs no extra resolvent, would lower the uniform error by about 3 %, but r would then no longer vanish at infinity. A linear program over all first-order changes of poles and residues confirmed this: with the interval ended at the last alternation point, no gain was found. Ended at the previous one, x = 585, the linearized error could fall to 0.82 of Eₙ. An interval that short admits a better fit. So does a lower edge closer to the lowest eigenvalue, which lies above the bound of −8 hartree used here.

From 50 to 400 grid points the top energy rises from 20 to 1256 hartree. The norm error against diagonalization stays at 1.47×10⁻⁵, within the minimax value. For comparison, a Chebyshev degree sufficient for the same tolerance, judged by the tail sum of the coefficients, rises from 744 to 5512. The reason is resolution. On [−y, X] put x + y = (X + y)(1 − cos φ)/2. For X ≫ y the Fermi level lies at φ ≈ 2√(y/X), where dx/dφ ≈ √(yX). A step of unit width in x has angular width 1/√(yX), so the degree should scale as √X. Here X is β times the top energy measured from μ. It grows from 20·(19.92 + 3) ≈ 458 to 20·(1255.85 + 3) ≈ 25177, or 55-fold, with square root 7.4; the degree also grows 7.4-fold.

**What still depends on the upper spectrum**

A norm bound limits the error of each occupation, not the sum over many. For K basis states the particle-number error is at most KEₙ. With 400 states this is 5.9×10⁻³; the actual error is −2.4×10⁻³ in a total of 4.001.

The band energy is worse. For large x,

r(x) = W/x + O(1/x²), W = Σᵢ wᵢ (sum of residues).

A very high state should contribute nothing, but it adds (E − μ)r = xr/β → W/β to the energy measured from μ. Here W/β = −0.107/20 = −5.3×10⁻³ hartree per state. Between 200 and 400 points the band-energy error, taken as the trace of H times the density-matrix error, changes from −0.370 to −1.380 hartree, or −1.010/200 = −5.1×10⁻³ hartree per added state. Measuring from μ subtracts μ times the particle-number error and gives about −0.375 and −1.39 hartree, again −5.1×10⁻³ hartree per added state, close to that limit. The final error of −1.4 hartree is unacceptable for most purposes, although the density matrix is accurate to 10⁻⁵ in norm. Total energies in large bases need a tighter tolerance, a projection onto low states, or a fit constrained to W = 0. The last is a different minimax problem, with its own error, and it is only a partial remedy. With W = 0 a high state still adds a term of order 1/x to xr. In one dimension the sum of these terms levels off; in this example a 12-pole fit with W = 0 still leaves about 0.13 hartree on 400 points. In three dimensions the number of states grows as the 3/2 power of the cutoff energy, so the sum keeps growing roughly as the square root of the cutoff.

**Cost and stability**

For real symmetric H, one complex resolvent serves each conjugate pair:

P = 2 Re Σ (wᵢ/β)(H − μ − zᵢ/β)⁻¹, summed over Im zᵢ > 0.

For complex Hermitian H, replace 2 Re by the sum of each term and its adjoint. A real pole, if present, enters once. The example needs six resolvents. Fitting the poles is done once per pair (n, y) and does not involve H.

The work per resolvent can still grow with the basis. For a normal matrix the condition number is the largest |x − z| divided by the smallest. At the pole nearest the axis, on the finest grid, it is at most about 20·(1256 + 3)/3.15 ≈ 8×10³, the value for an eigenvalue at μ. An unpreconditioned iterative solver may therefore slow down even though n is fixed.

Solver errors are not strongly amplified here. Let dᵢ be the distance of zᵢ from [−y, ∞), so each resolvent in x has norm at most 1/dᵢ. If its error is at most η/dᵢ, the error in P is at most Σ 2|wᵢ|η/dᵢ over the six pairs. The printed poles and residues give 2.2η. Solver errors of η = 10⁻⁶ thus stay well below the fit error.

**Failure modes**

- An eigenvalue below μ − Δ lies outside the fitted interval, and no bound holds there. Use a rigorous lower bound on the spectrum, and refit if μ or the potential changes enough to violate it.
- Newton levelling can stall or reach a function with a pole on the half-line. Check alternation and the dense-grid error; reduce the continuation step if either fails.
- When Eₙ approaches the rounding error of the interpolation, the logarithms of the extrema become noise. Higher precision is then needed.

The numerical output below lists all poles, residues and grid results. Poles and residues are rounded there to four decimals; used as printed they give an error of about 4×10⁻⁵, so more digits are needed to reach 1.47×10⁻⁵.

Calculated quantities

```
Minimax error E_n(y), dimensionless
  y =     10  n =  4  E_n = 4.754e-03
  y =     10  n =  6  E_n = 1.263e-04
  y =     10  n =  8  E_n = 2.615e-06
  y =    100  n =  8  E_n = 1.250e-03
  y =    100  n = 12  E_n = 1.472e-05
  y =    100  n = 16  E_n = 1.132e-07
  y =   1000  n =  8  E_n = 1.332e-02
  y =   1000  n = 12  E_n = 8.404e-04
  y =   1000  n = 16  E_n = 4.554e-05
fewest poles for error 1e-03 at y = 10: 5
fewest poles for error 1e-03 at y = 100: 9
fewest poles for error 1e-03 at y = 1000: 12
Example n = 12, y = 100: conjugate pairs 6, real poles 0
  pole    -0.0016    +3.1452i  residue    -1.0043    -0.0019i
  pole    -0.1931    +9.9842i  residue    -1.2954    -0.0948i
  pole    -2.0530   +22.0110i  residue    -2.7793    -0.6275i
  pole   -11.9999   +48.1072i  residue    -5.7311    -3.1715i
  pole  -168.4264   +70.9926i  residue    16.7152   -17.0738i
  pole   -56.8623   +90.0062i  residue    -5.9587   -12.7504i
sum of residues W = -1.0690e-01
smallest/largest alternating error = 1.000000
number of alternation points = 25
last two alternation points x = 584.60, 3052.72
first-order optimum / E_n, X = last alternation point: 1.00000
first-order optimum / E_n, X = last but one:           0.81915
order 40: difference error 8.850e-11, bound 6.964e-02
order 40: base error 1.488e-13, bound 7.060e-03
explicit construction, y = 1000: J = 10, M = 120, N = 80, poles 1280
  its sampled error 4.441e-16, proven bound 1.937e-05
Well depth 8.0 hartree, V = -depth*exp(-x^2/8), box 16.0 bohr
mu = -3.0 hartree, beta = 20.0 per hartree, occupied range 5.0 hartree
minimax error for this range = 1.4720e-05; W/beta = -5.345e-03 hartree
points, top energy/hartree, norm error, number, number error,
  band-energy error/hartree, sufficient Chebyshev degree
   50     19.92 1.470e-05 4.020557 -6.003e-05 +2.338e-04   744
  100     79.29 1.471e-05 4.002637 -4.517e-05 -8.870e-03  1410
  200    315.23 1.472e-05 4.001598 -1.643e-03 -3.699e-01  2774
  400   1255.85 1.472e-05 4.001410 -2.401e-03 -1.380e+00  5512
```
